# Why the highest permittivity need not give the best DRAM insulator

**Question**

I am comparing insulators for a DRAM capacitor at a fixed capacitance per area. A film with a higher permittivity can be made physically thicker, and tunnelling falls exponentially with thickness. I therefore expected the highest permittivity to give the lowest leakage.

The candidate with the highest permittivity also has a smaller band offset to the electrode. However, tunnelling depends on the barrier height only through a square root, whereas it depends on the thickness linearly in the exponent. One candidate has \(k=40\) and an electron barrier of 1.8 eV; the other has \(k=100\) and 0.8 eV. The second still has the larger product of thickness and square root of barrier. Is it the better choice, and if not, what is missing from the argument?

**Answer**

For the electron mass and operating temperature assumed below, the second film is the worse choice. Your comparison is correct for electrons tunnelling at the Fermi level, but it omits electrons thermally excited to energies near or above the top of the barrier. If electrons cross the film without scattering, thickness does not stop those that pass over the top.

**What is held fixed**

Let \(t_{\rm eq}\) be the equivalent oxide thickness, defined with an oxide permittivity of 3.9. The capacitance per area is

\[
C=\frac{k\varepsilon_0}{d}=\frac{3.9\,\varepsilon_0}{t_{\rm eq}},
\qquad\text{so}\qquad
d=\frac{k\,t_{\rm eq}}{3.9}.
\]

If the cell may lose a small voltage \(\Delta V\) during a hold time \(t_h\), the lost charge per area is \(C\Delta V\). For a nearly constant current density \(J\), this charge is \(Jt_h\), which gives the limit

\[
J_{\max}=\frac{C\,\Delta V}{t_h}.
\]

The electrode area has cancelled.

I take round model parameters, not those of particular materials: \(t_{\rm eq}=0.5\) nm, \(V=0.5\) V, \(T=358.15\) K, and a permitted loss of 10 mV in 64 ms. Then \(C=6.906\ \mu{\rm F/cm^2}\) and

\[
J_{\max}=\frac{(6.906\times10^{-6})(0.010)}{0.064}
=1.08\times10^{-6}\ {\rm A/cm^2}.
\]

Call your candidates L (\(k=40\), \(\varphi=1.8\) eV) and H (\(k=100\), \(\varphi=0.8\) eV). Their thicknesses are 5.13 nm and 12.82 nm. A third film, G, has \(k=100\) and \(\varphi=1.4\) eV; it separates the effect of permittivity from that of the barrier.

**What the tunnelling argument gets right**

Measure energy from the Fermi level of the injecting electrode, and let \(e>0\) be the elementary charge. The voltage lowers the collector by \(eV\), so in a uniform field the barrier is \(U(x)=\varphi-eVx/d\), with \(eV<\varphi\). I assume a defect-free film, coherent electron transport and one isotropic mass \(m=0.4\,m_e\) in film and electrodes.

In the semiclassical approximation the transmission is \(\mathcal T=e^{-S}\) below the barrier top and 1 above it. Here \(E\) is the energy of motion along \(x\), and

\[
S(E)=\frac{2\sqrt{2m}}{\hbar}\int_{U>E}\sqrt{U(x)-E}\;dx .
\]

Substitute \(u=\varphi-E-eVx/d\), so that \(dx=-(d/eV)\,du\). The integration starts at \(u=\varphi-E\). It ends at \(\varphi-eV-E\) if that is positive, and otherwise at zero, where the electron leaves the barrier inside the film. Since \(\int\sqrt u\,du=\tfrac23u^{3/2}\),

\[
S(E)=\frac{4\sqrt{2m}}{3\hbar}\frac{d}{eV}
\left[(\varphi-E)^{3/2}-(\varphi-eV-E)_+^{3/2}\right],
\]

where \((z)_+=\max(z,0)\). At the Fermi level and small voltage, \((\varphi-eV)^{3/2}\simeq\varphi^{3/2}-\tfrac32\varphi^{1/2}eV\). The bracket becomes \(\tfrac32\varphi^{1/2}eV\), and

\[
S(0)\simeq\frac{2d\sqrt{2m\varphi}}{\hbar}
=\frac{2t_{\rm eq}}{3.9\,\hbar}\,k\sqrt{2m\varphi}.
\]

This is your criterion. For equal masses, the ratio of the exponents of H and L is \((100/40)\sqrt{0.8/1.8}=1.67\), in favour of H.

At the actual 0.5 V the full expression is needed. With \(\sqrt{2m}/\hbar=3.240\ {\rm nm^{-1}eV^{-1/2}}\),

\[
S_L(0)=\frac{4(3.240)}{3}\,\frac{5.128}{0.5}
\left(1.8^{3/2}-1.3^{3/2}\right)=41.3,
\]
\[
S_H(0)=\frac{4(3.240)}{3}\,\frac{12.821}{0.5}
\left(0.8^{3/2}-0.3^{3/2}\right)=61.1 .
\]

An electron at the Fermi level is indeed much less likely to cross H than L.

**The current from all energies**

The leakage also depends on how many electrons arrive at each energy. Write the total energy as \(E+E_t\), with \(E_t=\hbar^2k_t^2/2m\) the transverse part. Including spin, the net current is

\[
J=e\,\frac{2}{(2\pi)^3}\int d^2k_t\int dk_x\,v_x\,\mathcal T(E)
\left[f(E+E_t)-f(E+E_t+eV)\right],
\]

where \(f(z)=1/(1+e^{z/k_BT})\). The second term is the return flow from the collector, whose Fermi level lies at \(-eV\).

Two substitutions simplify this. Since \(v_x=\hbar^{-1}dE/dk_x\), one has \(v_x\,dk_x=dE/\hbar\). Also \(d^2k_t=2\pi k_t\,dk_t=(2\pi m/\hbar^2)\,dE_t\) after the angular integration. The prefactor becomes \(em/(2\pi^2\hbar^3)\). The transverse integral is

\[
\int_0^\infty f(E+E_t)\,dE_t=k_BT\ln\!\left(1+e^{-E/k_BT}\right),
\]

as differentiating the logarithm confirms. Therefore

\[
J=\frac{emk_BT}{2\pi^2\hbar^3}\int dE\,\mathcal T(E)
\ln\frac{1+e^{-E/k_BT}}{1+e^{-(E+eV)/k_BT}} .
\]

**The part that thickness cannot remove**

Keep only \(E>\varphi\), where \(\mathcal T=1\). For \(\varphi\gg k_BT\) the exponentials are small and \(\ln(1+z)\simeq z\). The logarithm of the ratio is then \(e^{-E/k_BT}(1-e^{-eV/k_BT})\). Integrating from \(\varphi\) upward gives another factor \(k_BT\):

\[
J_R=A T^2e^{-\varphi/k_BT}\left(1-e^{-eV/k_BT}\right),
\qquad
A=\frac{emk_B^2}{2\pi^2\hbar^3}.
\]

This is the thermionic current. Neither \(d\) nor \(k\) appears in it. The remaining energies add a positive current when \(V>0\), so within this semiclassical model \(J_R\) is a floor for the leakage.

For \(m=0.4\,m_e\), \(A=48.07\ {\rm A\,cm^{-2}K^{-2}}\). At 358.15 K, \(k_BT=0.03086\) eV, and the floor of H is \(3.41\times10^{-5}\ {\rm A/cm^2}\), about 32 times the limit. H has failed before any tunnelling is counted.

The full energy integral gives the following values:

- L: \(J=5.78\times10^{-11}\ {\rm A/cm^2}\)
- H: \(J=2.05\times10^{-4}\ {\rm A/cm^2}\)
- G: \(J=7.38\times10^{-13}\ {\rm A/cm^2}\)

H leaks \(3.5\times10^6\) times more than L and exceeds the limit by a factor of 190. Integrating \(C\,dV/J(V)\) over the permitted 10 mV gives a hold time of 0.34 ms for H, against the required 64 ms, and about 1240 s for L. G has the same permittivity and thickness as H, yet it leaks less than L. High permittivity is therefore not the fault; the low barrier is.

**Where the current flows**

Apart from slowly varying factors, electrons at \(E>0\) contribute in proportion to \(e^{-E/k_BT-S(E)}\). At the Fermi level the cost in the exponent is \(S(0)\); at the barrier top it is \(\varphi/k_BT\). For H these costs are 61.1 and \(0.8/0.03086=25.9\), so the route near the top is far cheaper. For L they are 41.3 and 58.3, and the Fermi-level route is cheaper.

The least costly energy near the top actually lies slightly below it. Put \(E=\varphi-\delta\), with \(0<\delta<eV\). The second term in \(S\) vanishes, leaving

\[
S=c\,\delta^{3/2},\qquad
c=\frac{4\sqrt{2m}}{3\hbar}\frac{d}{eV}.
\]

Relative to the barrier top, the contribution is weighted by \(\exp(\delta/k_BT-c\delta^{3/2})\). Setting the derivative of this exponent to zero gives \(1/k_BT=\tfrac32c\sqrt{\delta}\), hence

\[
\delta_*=\left(\frac{2}{3ck_BT}\right)^2 .
\]

For H, \(c=110.8\ {\rm eV^{-3/2}}\) and \(\delta_*=0.038\) eV. Much of its current is carried by electrons that are thermally lifted almost to the top and then tunnel through the thin tip of the barrier. This is why its leakage is 6.0 times the floor.

At \(\delta_*\), \(c\delta_*^{3/2}=2\delta_*/(3k_BT)\), so the total cost is \(\varphi/k_BT-\delta_*/(3k_BT)\). For L, \(c=44.3\ {\rm eV^{-3/2}}\) and \(\delta_*=0.24\) eV, which lowers the cost near the top from 58.3 to about 55.8. This is still well above 41.3, so L remains limited by tunnelling near the Fermi level.

The tip of the barrier has the same shape in G as in H, because \(c\) is the same. When the current flows near the top, changing \(\varphi\) therefore changes little except the Boltzmann factor. The expected ratio of G to H is \(e^{-0.6/0.03086}=3.6\times10^{-9}\), which takes \(2.05\times10^{-4}\) to \(7.4\times10^{-13}\ {\rm A/cm^2}\), as the full integral gives. G is also limited by thermally excited electrons; its barrier is simply high enough to make them rare.

**What happens if H is made thicker**

At fixed voltage, doubling the thickness of L reduces its leakage from \(5.8\times10^{-11}\) to \(2.7\times10^{-18}\ {\rm A/cm^2}\). Doubling the thickness of H reduces its leakage only from \(2.05\times10^{-4}\) to \(9.1\times10^{-5}\ {\rm A/cm^2}\), a factor of 2.3. The capacitance is halved at the same time, and with it the permitted current density.

The approach to the floor can be found from the same tip of the barrier. For large \(d\), \(c\) is large and the relevant \(\delta\) is much smaller than \(k_BT\), so \(e^{\delta/k_BT}\simeq1\). The tunnelling current relative to the floor is then

\[
\frac{J-J_R}{J_R}\simeq\frac1{k_BT}\int_0^\infty e^{-c\delta^{3/2}}d\delta
=\frac{\Gamma(5/3)}{k_BT\,c^{2/3}}\propto d^{-2/3}.
\]

The integral follows from \(y=c\delta^{3/2}\), which gives \(\tfrac23c^{-2/3}\Gamma(2/3)=c^{-2/3}\Gamma(5/3)\). At 200 times the original thickness of H, the formula gives an excess of 3.7%; the full integral gives 3.8%. Such a film is useless as a capacitor, but it confirms the limit: extra thickness removes the tunnelling contribution slowly and leaves the thermionic one.

**How large the barrier must be**

For \(eV\gg k_BT\), the requirement \(J_R<J_{\max}\) becomes

\[
\varphi>\varphi_{\min}=k_BT\ln\frac{AT^2}{J_{\max}} .
\]

Here \(AT^2=6.17\times10^6\ {\rm A/cm^2}\), and \(\varphi_{\min}=0.91\) eV. This condition is necessary in the semiclassical model but not sufficient, since it leaves no room for tunnelling below the top. For a \(k=100\) film at the present thickness and voltage, the extra factor of 6.0 raises the requirement by \(k_BT\ln6.0=0.055\) eV, to about 0.96 eV.

Matching L is more demanding than meeting the limit. Because the current of the \(k=100\) film follows the Boltzmann factor in this range, the required barrier is

\[
\varphi=0.8+0.03086\,\ln(3.54\times10^6)\simeq1.27\ {\rm eV},
\]

in agreement with a root search on the full integral. Below this value, H's advantage in thickness over L has been lost; above it, the film with the higher permittivity leaks less.

**Can another equivalent thickness rescue H?**

A fair comparison lets each film use its own smallest \(t_{\rm eq}\) that satisfies \(J\le J_{\max}\), with the limit recalculated as the capacitance changes. L reaches 0.38 nm and G reaches 0.17 nm. G thus offers about 2.2 times the capacitance density of L.

H has no usable value in the range from 0.1 to 5 nm. Its smallest ratio of leakage to limit is 165, near \(t_{\rm eq}=0.8\) nm. A thicker film leaks less, but \(J_{\max}\) falls as \(1/t_{\rm eq}\), and beyond this point the second effect wins.

The floor extends the conclusion beyond the scan. Since \(J_R\) is fixed and \(J_{\max}\propto1/t_{\rm eq}\),

\[
\frac{J}{J_{\max}}>31.6\,\frac{t_{\rm eq}}{0.5\ {\rm nm}} .
\]

The right side exceeds 1 for every \(t_{\rm eq}\) above 0.016 nm. At that value H would be only 0.41 nm thick, a scale at which a continuous film with a bulk permittivity is no longer a sensible description.

**When your original argument works**

Cooling suppresses the thermal route. At 100 K the model gives \(4.4\times10^{-11}\ {\rm A/cm^2}\) for L and \(9.6\times10^{-21}\ {\rm A/cm^2}\) for H. The ranking is then the one you expected. The two leakages are equal at about 220 K, and H is the worse film at the operating temperature. The product \(k\sqrt{m\varphi}\) is thus a useful guide when tunnelling near the Fermi level dominates and \(eV\) is small compared with the barriers. At larger voltages, compare \(S(0)\) instead; if the two values differ by only a few units, the prefactors can decide the order. At low temperature the prefactor falls as \(1/|dS/dE|^2\) at the Fermi level, which favours the thicker film with the lower barrier; for H against L it is worth \((57.6/13.4)^2\simeq18\), or about 2.9 in the exponent. Neither quantity alone reveals whether tunnelling near the Fermi level dominates.

**How far the numbers can be trusted**

The ranking depends strongly on the assumed mass, because \(S\) grows as \(\sqrt m\) and stands in an exponent, while the thermionic current is only proportional to \(m\). With the other parameters unchanged, L meets the leakage limit only if \(m\) is above about \(0.23\,m_e\), and below about \(0.16\,m_e\) it leaks more than H. H itself exceeds the limit at all masses tried between 0.1 and \(0.6\,m_e\). A real comparison therefore needs the tunnelling mass of each film.

Two further approximations deserve a check. First, the semiclassical transmission ignores reflection above the barrier and the detailed matching of waves at the electrodes. Solving the Schrödinger equation with abrupt interfaces and an electrode Fermi energy of 5 eV gives \(1.7\times10^{-10}\ {\rm A/cm^2}\) for L and \(6.5\times10^{-5}\ {\rm A/cm^2}\) for H. The currents change by factors of about 3 in opposite directions, but H still exceeds the limit by a factor of 60. With reflection included, \(J_R\) is no longer a strict lower bound, because the transmission above the top can be less than 1.

Second, an electron in the film is attracted by its image charges in the electrodes. Near one electrode, in a field \(F=V/d\), the barrier becomes

\[
U(x)=\varphi-eFx-\frac{e^2}{16\pi\varepsilon_0\varepsilon_\infty x},
\]

where \(\varepsilon_\infty\) is the fast permittivity that screens the moving electron. Setting \(dU/dx=0\) gives \(x_m^2=e/(16\pi\varepsilon_0\varepsilon_\infty F)\). At this point the two negative terms are equal, so the top is lowered by

\[
\Delta\varphi=2eFx_m
=e\sqrt{\frac{eF}{4\pi\varepsilon_0\varepsilon_\infty}} .
\]

For H with \(\varepsilon_\infty=5\), this is 0.106 eV. A calculation with the image charges of both electrodes gives the same lowering to within 0.001 eV. It raises the leakage of L to \(6.3\times10^{-10}\) and that of H to \(2.1\times10^{-3}\ {\rm A/cm^2}\). Image forces therefore make the thermionic limit depend on thickness through the field, but thickening the film can at most restore the original barrier \(\varphi\); it cannot raise it further.

Both corrections were evaluated separately, at \(t_{\rm eq}=0.5\) nm, and neither changes the verdict there. Scattering inside the film is also left out; it can return some electrons to the injecting electrode and so reduce the current over the barrier, by an amount that may depend on thickness. Traps, holes, dielectric breakdown and any change of \(k\) with thickness or field are outside the model. The small equivalent thicknesses found for L and G are therefore limits set by ideal electron leakage, not predictions for manufactured films.

For your selection, use \(\varphi_{\min}\) at the highest operating temperature as a first estimate of the barrier needed. It is not a sharp cutoff: reflection can reduce the current over the barrier, while tunnelling just below the top and image forces increase it. Then calculate the full current at the intended capacitance density, with the tunnelling mass of each film, and rank the films by that current. This ranks only their ideal electron leakage: in real films conduction through defects can dominate, so the final choice also needs measured leakage. Permittivity alone does not give the ranking even among films that meet the limit: in this model a \(k=100\) film with a barrier of 1.1 eV would meet it and still leak more than L. The numerical output below gives the main values for \(m=0.4\,m_e\).

## Computed results

```
Equivalent oxide thickness: 0.50 nm; oxide permittivity: 3.9
Voltage: 0.50 V; temperature: 358.15 K; kT: 0.03086 eV
Mass: 0.40 electron masses
Decay constant for a 1 eV barrier: 3.2402 1/nm
Allowed loss: 10.0 mV in 64.0 ms
Capacitance density: 6.906 microF/cm^2
Leakage limit: 1.079e-06 A/cm^2
Richardson constant: 48.07 A/(cm^2 K^2)
Film L: k = 40, barrier = 1.80 eV, thickness = 5.128 nm
Film L: tunnelling exponent at Fermi level = 41.33
Film L: leakage = 5.780e-11 A/cm^2, hold time = 1.236e+03 s
Film H: k = 100, barrier = 0.80 eV, thickness = 12.821 nm
Film H: tunnelling exponent at Fermi level = 61.06
Film H: leakage = 2.048e-04 A/cm^2, hold time = 3.430e-04 s
Film G: k = 100, barrier = 1.40 eV, thickness = 12.821 nm
Film G: tunnelling exponent at Fermi level = 88.92
Film G: leakage = 7.384e-13 A/cm^2, hold time = 9.512e+04 s
Low-voltage exponent ratio H/L: 1.6664
Leakage ratio H/L: 3.543e+06
Leakage of H over limit: 189.77
Thermionic floor of H: 3.409e-05 A/cm^2
Thermionic floor of H over limit: 31.59
H at 1 times thickness: 2.048e-04 A/cm^2, over floor 6.007
H at 2 times thickness: 9.086e-05 A/cm^2, over floor 2.665
H at 4 times thickness: 6.026e-05 A/cm^2, over floor 1.768
H at 8 times thickness: 4.800e-05 A/cm^2, over floor 1.408
H at 32 times thickness: 3.881e-05 A/cm^2, over floor 1.138
H at 200 times thickness: 3.539e-05 A/cm^2, over floor 1.038
L at 2 times thickness: 2.672e-18 A/cm^2
Minimum barrier from floor: 0.9066 eV
Minimum barrier from thick-film integral: 0.9077 eV
At 100 K: L 4.443e-11, H 9.585e-21 A/cm^2
Temperature of equal L and H leakage: 219.6 K
Barrier for k = 100 film to match L: 1.265 eV
Smallest usable equivalent thickness of L: 0.383 nm
Physical thickness of L there: 3.927 nm
Smallest usable equivalent thickness of G: 0.171 nm
Physical thickness of G there: 4.390 nm
H scan of equivalent thickness: 0.10 to 5.00 nm
Smallest leakage/limit of H in scan: 164.62
Equivalent thickness at that minimum: 0.781 nm
Electrode Fermi energy in wave calculation: 5.0 eV
Fast permittivity in image calculation: 5.0
Film L, wave transmission: 1.683e-10 A/cm^2
Film L, with image force: 6.334e-10 A/cm^2
Film H, wave transmission: 6.527e-05 A/cm^2
Film H, with image force: 2.119e-03 A/cm^2
Image lowering of H barrier top: 0.1061 eV
Schottky formula for that lowering: 0.1060 eV
```
